Why a triplet coupled to e modes has no tunnelling splitting

Take an orbital triplet x, y, z at a cubic site, and let the surrounding atoms move only along the pair of e coordinates Qθ and Qε, which transform like 2z² − x² − y² and x² − y². Both functions are unchanged by a half-turn about any of the three cubic axes. However far the atoms are displaced along these coordinates, the potential V(r; Q) felt by the electrons therefore keeps all three half-turns as symmetries. The orbitals respond to them with different signs:

half-turn about x: x → +x, y → −y, z → −z
half-turn about y: x → −x, y → +y, z → −z
half-turn about z: x → −x, y → −y, z → +z

Apply the half-turn about x to the matrix element ⟨x|V(Q)|y⟩. The potential is unchanged, x keeps its sign and y reverses it, so the element equals minus itself and vanishes. Each other pair of orbitals is treated in the same way:

⟨i|V(Q)|j⟩ = 0 for i ≠ j, at every Q = (Qθ, Qε).

This fixes the form of the answer. The potential can raise or lower each orbital, but it cannot turn one into another. No expansion in Q was made, so anharmonic terms are covered.

A numerical case shows the contrast with other distortions. Four attractive Gaussian atoms form a tetrahedron around p-like orbitals. They are displaced by a traceless strain with components 0.15 along θ and 0.10 along ε. The diagonal elements then spread by 0.0467 in model units, while the largest off-diagonal element is 3 × 10⁻¹⁸, which is rounding error. A shear of 0.15 in the xy plane, which is a t2 distortion, gives an off-diagonal element of 0.0184.

**From the potential to three separate oscillators**

The orbitals x, y, z are a fixed basis that does not depend on Q, so the nuclear kinetic energy is the same operator for all three and does not mix them. Spin-orbit coupling and low-symmetry strain are left out for now. The whole Hamiltonian is then diagonal in the orbital label.

To make it solvable, keep the terms of V linear in Q and give the e pair one harmonic frequency ω. The linear terms are two diagonal matrices, Eθ and Eε. Their traces vanish, because the trace is a cubic invariant and no invariant is linear in an e coordinate. Under Qθ the orbitals x and y are equivalent, so the diagonal is proportional to (½, ½, −1). Exchanging the x and y axes reverses Qε, so its diagonal is proportional to (−1, 1, 0). The relative size follows from the threefold rotation that permutes x, y and z: it turns the plane (Qθ, Qε) by 120°, so the three vectors e_i = ((Eθ)_ii, (Eε)_ii) must have equal length and stand 120° apart. With unit length,

e_x = (½, −√3/2), e_y = (½, √3/2), e_z = (−1, 0),

and e_i·e_j = −½ for i ≠ j. The overall sign is a convention for Qθ and Qε.

With a_k the lowering operator of mode k = θ, ε, and g a dimensionless coupling, orbital i has the Hamiltonian

H_i = ħω Σ_k [a_k†a_k + ½ + g e_ik (a_k + a_k†)].

Define b_k = a_k + g e_ik. Multiplying out gives

b_k†b_k = a_k†a_k + g e_ik (a_k + a_k†) + g² e_ik².

Solve this for the first two terms on the right, insert them in H_i, and use Σ_k e_ik² = 1:

H_i = ħω (Σ_k b_k†b_k + 1) − E_JT, with E_JT = g²ħω.

The b_k obey the same commutation rules as the a_k, so the levels are

E_n = −E_JT + ħω(n + 1), n = 0, 1, 2, …

Two modes share n quanta in n + 1 ways, and there are three orbitals, so the degeneracy is 3(n + 1). The ground level is a triplet for any g.

Now choose round parameters, ħω = 30 meV and E_JT = 45 meV, so that g² = 1.5. The ground level lies at −45 + 30 = −15 meV, and the next two at 15 and 45 meV. Diagonalizing the coupled problem, with orbital matrices taken from the tetrahedron of atoms, gives the same levels and a ground-triplet splitting of 2 × 10⁻⁹ meV, which is zero within numerical accuracy.

**The overlap is real, but it multiplies zero**

In the coordinates q_k = (a_k + a_k†)/√2, the vibrational ground function of orbital i is a Gaussian centred at q_i = −√2 g e_i:

χ_i(q) = π^(−1/2) exp(−|q − q_i|²/2).

For the overlap of two such functions, write the sum of the squared distances about the midpoint q_m of the two centres:

|q − q_i|² + |q − q_j|² = 2|q − q_m|² + ½|q_i − q_j|².

The first term integrates to one with the prefactor, and the second gives S = exp(−|q_i − q_j|²/4). Since |e_i − e_j|² = 1 + 1 + 1 = 3, the squared separation is 2g² × 3 = 6g², and

S = ⟨χ_i|χ_j⟩ = exp(−3g²/2) = exp(−3E_JT/2ħω).

In the example S = exp(−2.25) = 0.105. For an oscillator with the mass of a silicon atom the length unit √(ħ/mω) is 7.04 pm, and the wells lie √6 g = 3.0 units, or 21 pm, apart.

The full state of a well is the product Ψ_i = |i⟩χ_i. For two different wells,

⟨Ψ_i|Ψ_j⟩ = ⟨i|j⟩ S = 0,
⟨Ψ_i|H|Ψ_j⟩ = ⟨χ_i| (⟨i|H|j⟩) |χ_j⟩ = 0.

The second line decides the matter. Orthogonal states can still be connected by a Hamiltonian, and then they split. Here the bracket ⟨i|H|j⟩ is the zero operator on the vibrations, so it gives zero between any vibrational functions, excited ones included. Every power of H is also diagonal in the orbital label, and so is exp(−iHt/ħ). A system prepared in orbital x stays in orbital x at all later times of this model.

**What the energy surface conceals**

The lowest potential energy at each q forms a surface with three wells. On the sheet of orbital i the potential is −E_JT + ½ħω|q − q_i|². Two sheets meet on the line equidistant from their centres, and the lowest point of that line is the midpoint, at distance √6 g/2 from each centre. It lies above the wells by

½ħω × 6g²/4 = ¾E_JT = 33.75 meV.

The zero-point energy of the motion along the path is 15 meV. The drawing thus suggests a particle that tunnels through a modest barrier.

That reading is wrong because the two sides of the barrier belong to different orbitals. Nuclei that leave the x well and pass the midpoint do not descend into the y well. They stay on the x sheet, whose energy keeps rising. The y well is present in the drawing but not in the potential that acts on them.

A control calculation separates the two ideas. Keep the lowest surface, the mass and ħω unchanged, but let a single electronic state belong to the whole surface. The ground level is now a singlet, with a doublet 7.7 meV above it. This is the pattern of three equivalent wells joined by an amplitude −t, whose energies are −2t, t and t. The gap is a quarter of ħω, so the picture of three weakly joined wells is rough here, but the splitting is plain. The same landscape splits when one state spans it and does not split when each well carries its own orbital label.

**Operators that let the overlap count**

The overlap enters as soon as something changes the orbital. A strain along [111] adds W = δ Σ_{i≠j} |i⟩⟨j|, where δ is an energy. Between well ground states its elements are δS, and the 3 × 3 matrix with δS in every off-diagonal place has eigenvalues 2δS, −δS and −δS. To first order the splitting is

Δ_111 = 3δS.

Spin-orbit coupling λL·s also has only off-diagonal elements between real orbitals x, y, z, so it too is multiplied by S. For effective orbital momentum 1 and spin ½, L·s equals ½ for total momentum 3/2 and −1 for total momentum ½. The splitting is

Δ_so = (3/2)λS.

With a round λ = 1 meV the splitting would be 1.5 meV for rigid atoms, and the overlap reduces it to 0.158 meV. Full diagonalization gives 0.159 meV, larger by 0.8% of the first-order value. Second-order perturbation theory accounts for this excess. The system passes from well i to well j through excited vibrations of a well k. Relative to well k, the functions χ_i and χ_j are coherent states with amplitudes d_i = −g(e_i − e_k) and d_j = −g(e_j − e_k). They satisfy |d_i|² = |d_j|² = 3g² and, for three different wells, d_i·d_j = g²(−½ + ½ + ½ + 1) = 3g²/2. The part of ⟨χ_i|χ_j⟩ carried by states with n quanta in well k is S²(3g²/2)ⁿ/n!, so the weighted sum is

F = (S²/ħω) Σ_{n≥1} (3g²/2)ⁿ/(n · n!).

For 3g²/2 = 2.25 the sum is 2.250 + 1.266 + 0.633 + 0.267 + 0.096 + 0.030 + 0.008 + 0.002 + … = 4.55, so F/S = 0.105 × 4.55/30 = 0.016 per meV. The eigenvalues of L·s give (L·s)² = ½ − ½L·s. The constant does not split the level, and the off-diagonal second-order term is −λ²F × (−½L·s) = +½λ²F L·s. Relative to first order this is λF/2S = 0.008, as found.

A tetragonal strain behaves differently. The term δEθ is diagonal in the orbitals. It raises x and y by δ/2 and lowers z by δ, an offset of 3δ/2 with no factor S. This is an energy difference between wells and involves no tunnelling. Take a deformation energy of 2 eV per unit strain and a strain of 10⁻⁵, both round values, so that δ = 20 μeV. The offset is 30 μeV, while the same δ in the [111] form gives 3 × 20 × 0.105 = 6.3 μeV.

**Adding t2 modes**

Real centres also couple to t2 modes, and this changes part of the conclusion. A t2 displacement of type xy mixes x with y, so the orbital label is no longer conserved. The half-turns remain symmetries only if they act on electrons and nuclei together.

Those combined half-turns still protect the ground level while the tetragonal wells are the lowest. Each half-turn carries a tetragonal well into itself, so each well's ground state keeps definite signs, and these are the signs of its main orbital in the table above. The three wells have three different sets of signs, so the Hamiltonian cannot connect their ground states. The threefold rotation makes their energies equal.

In the example, add t2 modes of the same frequency with a trigonal relaxation energy E_T = 5 meV. The computed ground triplet again splits by only 2 × 10⁻⁹ meV, zero within numerical accuracy, although each state now contains 1.8% of the other two orbitals. Excited states are less protected: orbital x with one e quantum has the same signs as orbital y with one xy quantum and, before the t2 coupling acts, the same energy, so these two can mix and split. The orbital can then change during the motion.

The t2 modes also lower the pass between wells. For a fixed orbital mixture, a mode with coupling g′ and orbital matrix M relaxes to −g′²ħω⟨M⟩². At the equal mixture (x + y)/√2, ⟨Eθ⟩ = ½ and ⟨Eε⟩ = 0, which gives −¼E_JT from the e pair. Let g_t be the t2 coupling, with orbital matrices such as |x⟩⟨y| + |y⟩⟨x|. The xy matrix averages to 1 and the other two to 0, which gives −g_t²ħω. For the trigonal mixture (x + y + z)/√3 each of the three averages is 2/3, so E_T = g_t²ħω × 3 × 4/9 = (4/3)g_t²ħω, and hence g_t²ħω = ¾E_T. Measured from the well at −E_JT, the pass is at

E_pass = E_JT − ¼E_JT − ¾E_T = ¾(E_JT − E_T).

This is 30 meV in the example. The formula assumes linear coupling and E_T < E_JT. If E_T exceeds E_JT, the trigonal distortion is lower and the argument for tetragonal wells no longer applies.

The opposite limit, coupling to t2 modes alone, has four trigonal wells with orbitals such as (x + y + z)/√3 and (x − y − z)/√3. Their electronic overlap is (1 − 1 − 1)/3 = −1/3, so the orbitals are not orthogonal, and the half-turns now exchange the wells. Four exchanged wells give one combination that is even under every half-turn and three that are not. The first is a singlet, and the other three form a triplet. With E_T = 45 meV and ħω = 30 meV, the singlet lies 9.3 meV above the triplet. The triplet alone therefore does not forbid tunnelling splitting; what matters is how the distortions act on it.

**The positive silicon vacancy**

The positively charged vacancy in silicon has one electron in a t2 level and distorts tetragonally. A rough description takes E_JT near 200 meV and a single effective ħω near 30 meV, so the first example, with E_JT = 45 meV, is much more weakly coupled. The overlap is now exp(−10) = 4.5 × 10⁻⁵. It is tempting to credit the missing splitting to this small number, but the e-mode model gives zero at S = 0.105 as well. The small overlap limits the perturbations that change the orbital. With the same λ and δ as before, the e-mode model gives a first-order spin-orbit splitting of only 68 neV and a [111] strain splitting of 2.7 neV, while the tetragonal offset stays at 30 μeV. Coupling to t2 modes of the same frequency, with E_T = 100 meV, raises the two splittings to about 165 and 24 neV, still far below the offset. With these round values, weak random strain sorts the wells by energy far more strongly than these terms join them. The margin depends on λ: with 29 meV, the value for the valence p states of silicon, the first-order spin-orbit splitting would be about 5 μeV at E_T = 100 meV, still below the offset but no longer negligible. It depends just as strongly on the assumed E_T. At E_T = 180 meV the tetragonal offset falls to about 25 μeV, the [111] strain splitting rises to about 2.8 μeV, and the first-order spin-orbit splitting is about 2.2 μeV for λ = 1 meV and about 63 μeV for λ = 29 meV, larger than the offset. The ordering found here therefore holds only while E_T stays well below E_JT or λ is small.

One assumption that the real vacancy breaks is the absence of t2 coupling. With an assumed E_T = 100 meV the pass is 75 meV instead of 150 meV, and thermal reorientation becomes possible. Take a simple activated rate ν exp(−E_pass/kT) with ν = ω/2π = 7.25 THz. It reaches one hop per second when kT = 75 meV/ln(7.25 × 10¹²) = 2.5 meV, that is, at about 29 K. At 4 K, where kT is 0.345 meV, the exponent is about −220 and this activated hopping is frozen. This temperature is an illustration and not a prediction for the vacancy, for two reasons. First, kT is far below ħω. For these parameters the surface at the pass curves downward as strongly as a well curves upward along the e coordinates, and for such a barrier tunnelling, which symmetry allows from excited levels, can outpace hopping below about kT = ħω/2π = 4.8 meV, or 55 K. The classical rate at 29 K can therefore be far too low. Second, E_pass is a difference of two uncertain energies: E_T = 180 meV would leave a pass of 15 meV, no more than the zero-point energy of one mode, and the picture of hopping over a pass would fail. The numerical output lists the main values for both parameter sets.

Computed values

```
ORBITAL MATRIX AT FINITE DISTORTION (model units)
e distortion: largest off-diagonal element  3.4e-18
e distortion: spread of diagonal elements   0.0467
t2 distortion: largest off-diagonal element 0.0184
EXAMPLE WITH APPRECIABLE OVERLAP
vibrational quantum hw                      30.0 meV
relaxation energy E_JT                      45.0 meV
coupling g                                  1.2247
oscillator length, silicon mass             7.04 pm
separation of two wells                     21.13 pm
pass between wells, e modes only            33.75 meV
zero-point energy of one mode               15.0 meV
vibrational overlap S                       0.1054
levels 1, 4, 10                             -15.000, 15.000, 45.000 meV
splitting of ground triplet (numerical)     2.3e-09 meV
one-state control, same surface: splitting  7.69 meV
triplet with t2 only, E_T = 45 meV: split  9.34 meV
PERTURBATIONS: DIAGONALIZATION / FIRST-ORDER FORMULA
[111] strain, 3 delta S                     0.99968
spin-orbit, 3 lam S / 2                     1.00016
tetragonal strain, 3 delta / 2              1.00000
NEGLECTED EFFECTS IN THE EXAMPLE
spin-orbit parameter lam                    1.0 meV
spin-orbit splitting without vibrations     1.50 meV
spin-orbit splitting, first order           0.1581 meV
spin-orbit splitting, diagonalized          0.1594 meV
strain energy delta at strain 1e-05         0.020 meV
[111] strain splitting 3 delta S            6.32 ueV
tetragonal strain offset 3 delta / 2        30.0 ueV
added t2 coupling, E_T                      5.0 meV
ground splitting with t2 added (numerical)  2.2e-09 meV
weight of other orbitals with t2 added      0.0176
pass between wells with t2 added            30.00 meV
ROUGH REGIME OF THE POSITIVE SILICON VACANCY
hw, E_JT, assumed E_T                       30, 200, 100 meV
vibrational overlap S                       4.54e-05
spin-orbit splitting, first order           68.1 neV
[111] strain splitting 3 delta S            2.72 neV
tetragonal strain offset 3 delta / 2        30.0 ueV
pass between wells with t2 coupling         75.0 meV
attempt frequency hw/h                      7.25 THz
thermal energy at 4 K                       0.345 meV
temperature for one activated hop per s     29.4 K
```
